# Stokes parameters of a photon and cross sections linear in them

**Q:** A polarization vector has two complex components, and a real beam may not have one polarization vector at all. Why should three real numbers describe it?

**A:** Take a beam of definite momentum along $z$, with transverse axes $x,y$ such that $(x,y,z)$ is right-handed. Suppose a photon has the unit polarization vector $\mathbf e^{(j)}$ with probability $p_j$. Probabilities of detection are quadratic in $\mathbf e$, so averaging them requires only

$$\rho_{ab}=\sum_j p_j\,e^{(j)}_a e^{(j)*}_b,\qquad a,b\in\{x,y\}.$$

A Hermitian $2\times2$ matrix has four real parameters, and $\mathrm{tr}\,\rho=1$ removes one. With Pauli matrices $\tau_i$ acting on polarization,

$$\rho=\tfrac12(1+\xi_1\tau_1+\xi_2\tau_2+\xi_3\tau_3)=\frac12\begin{pmatrix}1+\xi_3&\xi_1-i\xi_2\\ \xi_1+i\xi_2&1-\xi_3\end{pmatrix}.$$

The trace is 1 and the determinant is $(1-|\boldsymbol\xi|^2)/4$, so the eigenvalues are $(1\pm|\boldsymbol\xi|)/2$. They are probabilities and cannot be negative, hence $|\boldsymbol\xi|\le1$. Equality means a pure state; $\boldsymbol\xi=0$ means an unpolarized beam.

**Q:** That is a parametrization. What do the three numbers measure?

**A:** An ideal analyser selecting the unit vector $\mathbf u$ passes a photon with probability $\mathbf u^\dagger\rho\,\mathbf u$. For linear polarization at angle $\chi$ from $x$, $\mathbf u=(\cos\chi,\sin\chi)$, and

$$P(\chi)=\tfrac12\left[1+\xi_3\cos2\chi+\xi_1\sin2\chi\right].\tag{1}$$

For helicity $\pm1$, $\mathbf u=(1,\pm i)/\sqrt2$, and

$$P_\pm=\tfrac12\left[1\pm i(\rho_{xy}-\rho_{yx})\right]=\tfrac12(1\pm\xi_2).$$

Thus $\xi_3=P(0)-P(90^\circ)$, $\xi_1=P(45^\circ)-P(-45^\circ)$ and $\xi_2=P_+-P_-$.

**Q:** The $x$ axis was arbitrary. If I turn the axes about $\mathbf k$, do the $\xi_i$ rotate like a vector in space?

**A:** No. Turn the axes by $\varphi$ from $x$ towards $y$ and mark the new parameters by a tilde. An analyser at $\chi$ from the new axis stands at $\chi+\varphi$ from the old one. Its reading is the same in either description, so (1) gives

$$\tilde\xi_3\cos2\chi+\tilde\xi_1\sin2\chi=\xi_3\cos(2\chi+2\varphi)+\xi_1\sin(2\chi+2\varphi).$$

Expanding the right side and comparing the coefficients of $\cos2\chi$ and $\sin2\chi$,

$$\tilde\xi_3=\xi_3\cos2\varphi+\xi_1\sin2\varphi,\qquad \tilde\xi_1=\xi_1\cos2\varphi-\xi_3\sin2\varphi.\tag{2}$$

For $\xi_2$, note that vector components change by the real matrix $R=\cos\varphi+i\tau_2\sin\varphi$, so $\tilde\rho=R\rho R^T$. This keeps symmetric and antisymmetric parts separate. The antisymmetric part is $\xi_2\tau_2/2$, and $R$ commutes with $\tau_2$, so $R\tau_2R^T=\tau_2RR^T=\tau_2$. Therefore

$$\tilde\xi_2=\xi_2.$$

The angle is doubled because $\rho$ is quadratic in $\mathbf e$: the products $\cos^2\varphi$, $\sin^2\varphi$ and $\sin\varphi\cos\varphi$ contain only constants and functions of $2\varphi$. In particular, a half-turn sends $\mathbf e$ to $-\mathbf e$ and leaves $\rho$ unchanged. Turning the beam instead of the axes reverses the sign of $\varphi$.

**Q:** A cross section is quadratic in the amplitude. How can it be linear in the Stokes parameters?

**A:** The parameters are themselves quadratic in $\mathbf e$. If one photon is taken from the beam, the amplitude is linear in its polarization, $T=\sum_a e_aT_a$. Then $|T|^2=\sum_{ab}e_ae_b^*T_aT_b^*$. Let $W_{ab}$ be $T_aT_b^*$ averaged over the target state and summed over unobserved final states, with flux and phase-space factors included. Averaging over the beam gives

$$\begin{aligned}d\sigma&=\sum_{ab}\rho_{ab}W_{ab}\\&=\tfrac12(1+\xi_3)W_{xx}+\tfrac12(1-\xi_3)W_{yy}+\tfrac12(\xi_1-i\xi_2)W_{xy}+\tfrac12(\xi_1+i\xi_2)W_{yx}.\end{aligned}$$

Since $W_{yx}=W_{xy}^*$, this is

$$d\sigma=\Sigma_0+\xi_1\Sigma_1+\xi_2\Sigma_2+\xi_3\Sigma_3,\tag{3}$$

$$\Sigma_0=\tfrac12(W_{xx}+W_{yy}),\quad \Sigma_1=\mathrm{Re}\,W_{xy},\quad \Sigma_2=\mathrm{Im}\,W_{xy},\quad \Sigma_3=\tfrac12(W_{xx}-W_{yy}).$$

The averaging assumed that the target state is not correlated with the photon polarization. A process absorbing two photons from the beam has an amplitude quadratic in $\mathbf e$, and (3) does not apply to it.

Because $|\boldsymbol\xi|\le1$, the extremes over all polarizations are $\Sigma_0\pm|\boldsymbol\Sigma|$, with $\boldsymbol\Sigma=(\Sigma_1,\Sigma_2,\Sigma_3)$. For $\boldsymbol\Sigma\ne0$ they occur at $\boldsymbol\xi=\pm\boldsymbol\Sigma/|\boldsymbol\Sigma|$; for $\boldsymbol\Sigma=0$ the cross section does not depend on the beam polarization.

**Q:** I want to see the coefficients for an actual process, including one in which $\xi_2$ matters.

**A:** Take Compton scattering at tree level from a free electron at rest, with spin polarization vector $\boldsymbol\zeta$, $|\boldsymbol\zeta|\le1$. The scattered photon's polarization and the final electron spin are not observed.

In atomic units $\hbar=m=e=1$, $c=1/\alpha$, and the classical electron radius is $r_e=1/c^2$. I measure energies in $mc^2$ and momenta in $mc$. The photon has energy $w$ and direction $\mathbf n$ before, $w'$ and $\mathbf n'$ after; $\mu=\mathbf n\cdot\mathbf n'=\cos\theta$ and $s=\sin\theta$. The recoil momentum is $\mathbf q=w\mathbf n-w'\mathbf n'$, and the electron's final energy is $E'=1+\delta$ with $\delta=w-w'$. From $E'^2=1+q^2$,

$$2\delta+\delta^2=q^2=\delta^2+2ww'(1-\mu).$$

Hence, with $D=2+\delta$,

$$\delta=ww'(1-\mu),\qquad \frac{w}{w'}=1+w(1-\mu),\qquad q^2=\delta D.\tag{4}$$

**Q:** Fix the normalization before the spin algebra hides it.

**A:** Let spinors obey $\bar uu=2$ and write the invariant amplitude as $4\pi\alpha T$. The initial normalizations and unit relative speed give the factor $1/(4w)$. After momentum conservation, the two-body phase space is

$$\int\frac{w'^2dw'\,d\Omega}{(2\pi)^2\,4w'E'}\,\delta(E'+w'-1-w)=\frac{w'\,d\Omega}{16\pi^2E'}\left[\frac{d(E'+w')}{dw'}\right]^{-1}.$$

At fixed angle $E'^2=1+w^2+w'^2-2ww'\mu$, so the derivative is $(E'+w'-w\mu)/E'=[1+w(1-\mu)]/E'=w/(w'E')$. The phase space is therefore $w'^2d\Omega/(16\pi^2w)$, and

$$\frac{d\sigma}{d\Omega}=\frac{(4\pi\alpha)^2|T|^2}{4w}\,\frac{w'^2}{16\pi^2w}=\frac{\alpha^2}{4}\left(\frac{w'}{w}\right)^2|T|^2.$$

The unit of length here is $\hbar/(mc)=1/c$ in atomic units, and $\alpha^2/c^2=r_e^2$. Thus

$$\frac{d\sigma}{d\Omega}=\frac{r_e^2}{4}\left(\frac{w'}{w}\right)^2|T|^2.\tag{5}$$

**Q:** And the amplitude?

**A:** The two tree diagrams, with the photon absorbed first or emitted first, give

$$T=\bar u'\left[\frac{\not e'^*(\not p+\not k+1)\not e}{2p\cdot k}-\frac{\not e(\not p-\not k'+1)\not e'^*}{2p\cdot k'}\right]u.$$

I use purely spatial, transverse polarizations in the electron's rest frame. Then $p\cdot e=p\cdot e'=0$, so $\not p$ anticommutes with $\not e$ and $\not e'^*$. With $\not p u=u$, this gives $(\not p+1)\not e\,u=\not e(1-\not p)u=0$, and likewise for $\not e'^*$. Since $p\cdot k=w$, $p\cdot k'=w'$, and $k=wn$ with $n=(1,\mathbf n)$,

$$T=\tfrac12\bar u'\left[\not e'^*\not n\not e+\not e\not n'\not e'^*\right]u.$$

In the standard representation $u=\sqrt2(\chi,0)$ and $\bar u'=\sqrt D\,(\chi'^\dagger,-\chi'^\dagger\sigma_q/D)$. Here $\sigma_v\equiv\boldsymbol\sigma\cdot\mathbf v$ acts on electron spin. The first product is $(\boldsymbol\gamma\cdot\mathbf e'^*)(\gamma^0-\boldsymbol\gamma\cdot\mathbf n)(\boldsymbol\gamma\cdot\mathbf e)$. Acting on $(\chi,0)$, it produces the upper component $\sigma_{e'^*}\sigma_e\chi$ and the lower component $-\sigma_{e'^*}\sigma_n\sigma_e\chi$. The second product follows by exchanging the photons. The upper parts add to $2\mathbf e\cdot\mathbf e'^*$, and the two minus signs in the lower part cancel:

$$T=\tfrac12\sqrt{2D}\,\chi'^\dagger A\chi,\quad A=2\mathbf e\cdot\mathbf e'^*+\frac{\sigma_qB}{D},\quad B=\sigma_{e'^*}\sigma_n\sigma_e+\sigma_e\sigma_{n'}\sigma_{e'^*}.\tag{6}$$

**Q:** Now choose axes that make this manageable.

**A:** Let $\mathbf y$ be normal to the scattering plane and $\mathbf x$ lie in it, with $\mathbf n'=s\mathbf x+\mu\mathbf n$. For the final photon use $\mathbf y$ and $\mathbf x'=\mu\mathbf x-s\mathbf n$. From $\sigma_a\sigma_b=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$,

$$\sigma_n\sigma_x=\sigma_{n'}\sigma_{x'}=i\sigma_y,\quad \sigma_n\sigma_y=-i\sigma_x,\quad \sigma_{n'}\sigma_y=-i\sigma_{x'},\quad \sigma_x\sigma_{x'}=\mu+is\sigma_y.$$

Put $\mathbf N=\mathbf n+\mathbf n'$. Labelling by (final, initial) polarization,

$$\begin{aligned}
B(y,y)&=-i\sigma_y(\sigma_x+\sigma_{x'})=-\sigma_N,\\
B(x',x)&=i(\sigma_{x'}+\sigma_x)\sigma_y=-\sigma_N,\\
B(y,x)&=i-i\sigma_x\sigma_{x'}=i(1-\mu)+s\sigma_y\equiv B_+,\\
B(x',y)&=i-i\sigma_{x'}\sigma_x=i(1-\mu)-s\sigma_y\equiv B_-.
\end{aligned}$$

The scalar products in (6) are 1 for $(y,y)$, $\mu$ for $(x',x)$ and zero otherwise.

Let $t_{ab}$ denote $T_aT_b^*$ summed over final states and averaged over the initial spin matrix $(1+\sigma_\zeta)/2$:

$$t_{ab}=\frac D2\cdot\frac12\,\mathrm{tr}\Big[(1+\sigma_\zeta)\sum_{e'}A_b^\dagger A_a\Big].\tag{7}$$

**Q:** Start with the diagonal elements. Does the electron spin enter them?

**A:** It does not. We have $\mathbf q\cdot\mathbf N=\delta(1+\mu)$ and $\mathbf q\times\mathbf N=(w+w')s\,\mathbf y$. With $a=\delta(1+\mu)/D$ and $b=(w+w')s/D$, therefore, $\sigma_q\sigma_N/D=a+ib\sigma_y$, and

$$A^\dagger A=(2-a)^2+b^2\ \text{ for }(y,y),\qquad A^\dagger A=(2\mu-a)^2+b^2\ \text{ for }(x',x).$$

For the other two, $B_\pm^\dagger B_\pm=(1-\mu)^2+s^2=2(1-\mu)$, so each has $A^\dagger A=2(1-\mu)q^2/D^2=2(1-\mu)\delta/D$. All four are multiples of the unit matrix, so $\boldsymbol\zeta$ drops out of the trace.

The difference is

$$t_{yy}-t_{xx}=\tfrac D2(2-2\mu)(2+2\mu-2a)=2Ds^2\left(1-\frac\delta D\right)=4s^2.$$

For the sum, $(\sigma_q\sigma_N)^\dagger\sigma_q\sigma_N=q^2N^2$ gives $a^2+b^2=2(1+\mu)\delta/D$. Then

$$\begin{aligned}
t_{xx}+t_{yy}&=\tfrac D2\left[4(1+\mu^2)-4a(1+\mu)+2(a^2+b^2)+4(1-\mu)\tfrac\delta D\right]\\
&=2D(1+\mu^2)+2\delta\left[2-(1+\mu)^2\right]\\
&=4(1+\mu^2)+4\delta(1-\mu),
\end{aligned}$$

where the last line uses $D=2+\delta$. By (4), $\delta(1-\mu)=\delta^2/(ww')=w/w'+w'/w-2$. Writing $r=w/w'+w'/w$, we get $t_{xx}+t_{yy}=4(r-s^2)$.

**Q:** The off-diagonal element must then carry the helicity dependence. Show where its phase comes from.

**A:** In (7) we need $G=A(y,y)^\dagger A(y,x)+A(x',y)^\dagger A(x',x)$. Use $\sigma_q^2=\delta D$ and $B_-^\dagger=-B_+$. Since $\mathbf q$ and $\mathbf N$ lie in the scattering plane, $\sigma_y$ anticommutes with $\sigma_q$ and $\sigma_N$, so moving $B_+$ through either turns it into $B_-$:

$$\begin{aligned}
DG&=(2\sigma_q-\delta\sigma_N)B_+-B_+(2\mu\sigma_q-\delta\sigma_N)\\
&=(2\sigma_q-\delta\sigma_N)B_+-(2\mu\sigma_q-\delta\sigma_N)B_-\\
&=2i(1-\mu)^2\sigma_q+2s\left[(1+\mu)\sigma_q-\delta\sigma_N\right]\sigma_y.
\end{aligned}$$

For $\mathbf v\perp\mathbf y$, $\sigma_v\sigma_y=i\boldsymbol\sigma\cdot(\mathbf v\times\mathbf y)$. Hence $G=(2i/D)\boldsymbol\sigma\cdot\mathbf V$ with the real vector

$$\mathbf V=(1-\mu)^2\mathbf q+s\left[(1+\mu)\mathbf q-\delta\mathbf N\right]\times\mathbf y.$$

Because $w-\delta=w'$ and $w'+\delta=w$, the bracket equals $(w'+\mu w)\mathbf n-(w+\mu w')\mathbf n'$. Also $s\,\mathbf n\times\mathbf y=\mu\mathbf n-\mathbf n'$ and $s\,\mathbf n'\times\mathbf y=\mathbf n-\mu\mathbf n'$. Collecting terms,

$$\begin{aligned}
\text{coefficient of }\mathbf n:&\quad w\left[(1-\mu)^2+\mu^2-1\right]=-2\mu(1-\mu)w,\\
\text{coefficient of }\mathbf n':&\quad w'\left[-(1-\mu)^2-1+\mu^2\right]=-2(1-\mu)w'.
\end{aligned}$$

The trace in (7) now gives

$$t_{xy}=i\boldsymbol\zeta\cdot\mathbf V=-2i(1-\mu)\,\boldsymbol\zeta\cdot(\mu w\mathbf n+w'\mathbf n').$$

It is purely imaginary. In scattering-plane axes, therefore, $\Sigma_1=0$ at this order, while $\Sigma_2$ is linear in the components of $\boldsymbol\zeta$ that lie in the scattering plane. A spin normal to that plane does not contribute.

**Q:** My polarimeter has fixed axes, not axes that follow each scattered photon.

**A:** Let the scattering plane stand at azimuth $\varphi$ from the fixed $x$ axis. By (5), $W_{ab}=\frac12Kt_{ab}$ with $K=\frac12r_e^2(w'/w)^2$. In plane axes (3) then has $\Sigma_0=K(r-s^2)$, $\Sigma_3=-Ks^2$, and $\Sigma_2=-K(1-\mu)\boldsymbol\zeta\cdot(\mu w\mathbf n+w'\mathbf n')$. Inserting the rotated parameters (2),

$$\boxed{\begin{aligned}\frac{d\sigma}{d\Omega}=K\big\{&r-s^2\left[1+\xi_3\cos2\varphi+\xi_1\sin2\varphi\right]\\&-\xi_2(1-\mu)\,\boldsymbol\zeta\cdot(\mu w\mathbf n+w'\mathbf n')\big\}.\end{aligned}}\tag{8}$$

With unpolarized electrons this summed cross section is blind to $\xi_2$. In the forward direction $s=0$ and $\mu=1$, so all polarization dependence vanishes.

For $w\to0$, $w'/w\to1$ and $r\to2$, while the spin term vanishes in proportion to $w$. What remains is Thomson scattering. For light polarized along $x$ ($\xi_3=1$), it gives zero at $\theta=90^\circ$, $\varphi=0$: the electron oscillates along the line of sight and does not radiate that way.

Equation (8) neglects electron binding and initial motion, as well as radiative corrections.

**Q:** Put a partially polarized beam through it.

**A:** Let the photon energy be 200000 eV, and let the beam be an incoherent mixture: 50% linear at $30^\circ$, 30% positive helicity, 20% linear at $80^\circ$. Linear polarization at $\chi$ has $(\xi_1,\xi_2,\xi_3)=(\sin2\chi,0,\cos2\chi)$, so

$$\begin{aligned}
\xi_1&=0.5(0.8660)+0.2(0.3420)=0.5014,\\
\xi_2&=0.3000,\\
\xi_3&=0.5(0.5000)+0.2(-0.9397)=0.0621.
\end{aligned}$$

The degree of polarization is $|\boldsymbol\xi|=0.588$. Choose $\theta=60^\circ$, $\varphi=25^\circ$ and $\boldsymbol\zeta=0.8\,\mathbf n$. In the scattering-plane axes, (2) gives $\tilde\xi_1=0.2748$ and $\tilde\xi_3=0.4240$; $\xi_2$ stays at 0.3000.

With $mc^2=510999$ eV, $w=200000/510999=0.39139$. Equation (4) gives $w'=0.39139/[1+0.39139(1-0.5)]=0.32733$, a scattered photon of 167267 eV. Then $r=2.0320$. With $r_e=2.81794\times10^{-5}$ angstrom,

$$K=\tfrac12(2.81794\times10^{-5})^2\left(\frac{0.32733}{0.39139}\right)^2=2.777\times10^{-10}\ \text{angstrom}^2/\text{sr}.$$

In units of $10^{-10}$ angstrom²/sr, the fixed-axis coefficients are

$$\begin{aligned}
\Sigma_0&=2.777(2.0320-0.75)=3.560,\\
\Sigma_1&=-2.777(0.75)\sin50^\circ=-1.596,\\
\Sigma_2&=-2.777(0.5)(0.8)(0.5)(0.39139+0.32733)=-0.399,\\
\Sigma_3&=-2.777(0.75)\cos50^\circ=-1.339.
\end{aligned}$$

Multiplying by the Stokes parameters, in the same unit,

$$\frac{d\sigma}{d\Omega}=3.560-0.800-0.120-0.083=2.557.$$

The tree-level result is thus $2.56\times10^{-10}$ angstrom²/sr, or $9.13\times10^{-10}$ bohr²/sr.

**Q:** How much of that is due to the electron spin, and could a different beam change the answer more?

**A:** Without electron polarization the third term disappears and the same beam gives $2.68\times10^{-10}$ angstrom²/sr. Here positive helicity lowers the cross section. For $\boldsymbol\zeta=\zeta\mathbf n$ the spin term in (8) is $-\xi_2\zeta(1-\mu)\mu(w+w')$, so its sign reverses beyond $\theta=90^\circ$.

Keeping the polarized electrons and this direction but varying the beam polarization, $\Sigma_0\pm|\boldsymbol\Sigma|$ gives a range from $1.44\times10^{-10}$ to $5.68\times10^{-10}$ angstrom²/sr. The end points require fully polarized beams with $\boldsymbol\xi$ antiparallel and parallel to $\boldsymbol\Sigma$, respectively. Since $\Sigma_2\ne0$, those beams are elliptically polarized.

Numerical values quoted here were computed with a short program.
